# Isotope Shifts, the King Plot and Higher Nuclear Moments in Heavy Atoms: verification in Python

```python
"""Isotope shifts of lines: mass shift, field shift, King plot, higher moments.

Result under test (Hartree atomic units, radii quoted in fm):
  line shift = K*mu + F*d<r^2> + G*d<r^4> + H*d<r^6> + ...
  mu = 1/M' - 1/M, M = nuclear mass, <r^n> = moments of the nuclear charge.
  A level has coefficients Z*beta_k/((2k+2)(2k+3)), where
  4*pi*(electron density) = sum_k beta_k r^(2k) inside the nucleus.
  Unequal G/F of two lines bends their King plot if the moments vary
  independently; the deviation of a point from a chord is predicted.
Model: one electron, charge Z, nuclear density ~ 1 + w r^2/R^2 for r < R.
e = energy without rest energy, kappa = Dirac angular quantum number.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.special import roots_genlaguerre

mp.mp.dps = 30
Z = 70
C = mp.mpf(1 / constants.alpha)
BOHR_M = constants.physical_constants["Bohr radius"][0]
FM = mp.mpf(1e-15 / BOHR_M)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
U_IN_ME = constants.atomic_mass / constants.m_e
LEVELS = {"1s1/2": (1, -1), "2s1/2": (2, -1),
          "2p1/2": (2, 1), "2p3/2": (2, -2)}
UPPER = "2p3/2"
LOWER = ["1s1/2", "2s1/2", "2p1/2"]
N_SERIES = 46
N_MOMENTS = 10


def point_energy(n, kappa):
    gamma = mp.sqrt(kappa**2 - (Z / C)**2)
    n_eff = n - abs(kappa) + gamma
    return C**2 / mp.sqrt(1 + (Z / C / n_eff)**2) - C**2


def moment(power, radius, w):
    radius, w = mp.mpf(radius), mp.mpf(w)
    top = mp.mpf(1) / (power + 3) + w / (power + 5)
    return radius**power * top / (mp.mpf(1) / 3 + w / 5)


def nuclear_potential(radius, w):
    """Coefficients of V in powers 0, 2, 4 of r/R; radius in fm."""
    w = mp.mpf(w)
    unit = Z / (mp.mpf(radius) * FM * (mp.mpf(1) / 3 + w / 5))
    return {0: -unit * (mp.mpf(1) / 2 + w / 4), 2: unit / 6, 4: unit * w / 20}


def inner_series(kappa, e, radius, w):
    """Power series in r/R of the radial functions P and Q."""
    pot = nuclear_potential(radius, w)
    scale = mp.mpf(radius) * FM / C
    p = [mp.mpf(0)] * N_SERIES
    q = [mp.mpf(0)] * N_SERIES
    start = abs(kappa)
    if kappa < 0:
        p[start] = mp.mpf(1)
    else:
        q[start] = mp.mpf(1)
    for n in range(start + 1, N_SERIES):
        vq = sum(v * q[n - 1 - m] for m, v in pot.items() if n - 1 - m >= 0)
        vp = sum(v * p[n - 1 - m] for m, v in pot.items() if n - 1 - m >= 0)
        p[n] = scale * ((e + 2 * C**2) * q[n - 1] - vq) / (n + kappa)
        q[n] = -scale * (e * p[n - 1] - vp) / (n - kappa)
    return p, q


def outer_solution(kappa, e, r):
    """Decaying Dirac-Coulomb solution at r (bohr)."""
    eps = 1 + e / C**2
    s = mp.sqrt(-(e / C**2) * (2 + e / C**2))
    zeta = Z / C
    gamma = mp.sqrt(kappa**2 - zeta**2)
    nu = zeta * eps / s
    rho = 2 * C * s * r
    half = mp.mpf(1) / 2
    phi2 = mp.whitw(nu + half, gamma, rho) / mp.sqrt(rho)
    phi1 = (kappa + zeta / s) * mp.whitw(nu - half, gamma, rho) / mp.sqrt(rho)
    return mp.sqrt(1 + eps) * (phi1 + phi2), mp.sqrt(1 - eps) * (phi1 - phi2)


@lru_cache(maxsize=None)
def level_energy(name, radius, w):
    n, kappa = LEVELS[name]

    def mismatch(e):
        p, q = inner_series(kappa, e, radius, w)
        p_out, q_out = outer_solution(kappa, e, mp.mpf(radius) * FM)
        return sum(p) * q_out - sum(q) * p_out

    guess = point_energy(n, kappa)
    e0, e1 = guess * (1 - mp.mpf("5e-4")), guess * (1 - mp.mpf("1e-3"))
    f0, f1 = mismatch(e0), mismatch(e1)
    for _ in range(30):
        e2 = e1 - f1 * (e1 - e0) / (f1 - f0)
        if abs(e2 - e1) < mp.mpf("1e-21") * abs(e1):
            return e2
        e0, f0, e1, f1 = e1, f1, e2, mismatch(e2)
    raise RuntimeError("no convergence for " + name)


def density_coefficients(name, radius, w):
    """beta_k of the normalised level, from series and outer quadrature."""
    kappa = LEVELS[name][1]
    e = level_energy(name, radius, w)
    p, q = inner_series(kappa, e, radius, w)
    r_n = mp.mpf(radius) * FM
    square = [sum(p[i] * p[n - i] + q[i] * q[n - i] for i in range(n + 1))
              for n in range(N_SERIES)]
    norm = r_n * sum(s / (n + 1) for n, s in enumerate(square))
    ratio = sum(p) / outer_solution(kappa, e, r_n)[0]
    decay = mp.sqrt(-e * (2 + e / C**2))
    t_low, t_high = float(mp.log(r_n)), float(mp.log(45 / decay))
    nodes, weights = np.polynomial.legendre.leggauss(80)
    half = (t_high - t_low) / 2
    for node, weight in zip(nodes, weights):
        r = mp.exp(t_low + half * (node + 1))
        p_out, q_out = outer_solution(kappa, e, r)
        norm += half * weight * r * ratio**2 * (p_out**2 + q_out**2)
    return [square[2 * k + 2] / r_n**(2 * k + 2) / norm
            for k in range(N_MOMENTS)]


# Model isotopes: mass number, edge radius in fm, shape parameter w
ISOTOPES = [(170, 6.80, 0.0), (172, 6.82, 0.05),
            (174, 6.86, 0.0), (176, 6.92, 0.05)]
R0, W0 = ISOTOPES[0][1:]
beta = {name: density_coefficients(name, R0, W0) for name in LEVELS}
coef = {name: [Z * b / ((2*k + 2) * (2*k + 3)) * FM**(2*k + 2)
               for k, b in enumerate(beta[name])] for name in LEVELS}

# Moment formula against energy differences, size and shape separately
worst_moment = 0.0
for name in LEVELS:
    for low, high in [((R0 - 0.01, W0), (R0 + 0.01, W0)),
                      ((R0, W0 - 0.01), (R0, W0 + 0.01))]:
        direct = level_energy(name, *high) - level_energy(name, *low)
        formula = sum(f * (moment(2*k + 2, *high) - moment(2*k + 2, *low))
                      for k, f in enumerate(coef[name]))
        worst_moment = max(worst_moment, float(abs(formula / direct - 1)))
assert worst_moment < 3e-5, worst_moment


def s_ratio(depth):
    return -(2 * depth / 3 + 2 * depth**2 / (9 * C**2))


def p_ratio(depth):
    return (4 * C**4 - 2 * depth * C**2 - 2 * depth**2) / (9 * C**2)


# Closed curvature of the electron density at the origin
v_centre = nuclear_potential(R0, W0)[0]
for name, law in [("1s1/2", s_ratio), ("2s1/2", s_ratio), ("2p1/2", p_ratio)]:
    found = beta[name][1] / beta[name][0]
    assert abs(found / law(level_energy(name, R0, W0) - v_centre) - 1) < 1e-10


def recoil_expectation(n, kappa):
    """Kinetic and magnetic recoil terms times M, point nucleus, quadrature."""
    c, zeta = float(C), float(Z / C)
    eps = 1 + float(point_energy(n, kappa)) / c**2
    lam = c * np.sqrt(1 - eps**2)
    gamma = np.sqrt(kappa**2 - zeta**2)
    p, q = [1.0], [(gamma + kappa) / zeta]
    for j in range(1, n - abs(kappa) + 1):
        matrix = [[gamma + j + kappa, -zeta], [zeta, gamma + j - kappa]]
        right = [lam * p[-1] + c * (1 + eps) * q[-1],
                 lam * q[-1] + c * (1 - eps) * p[-1]]
        new_p, new_q = np.linalg.solve(matrix, right)
        p.append(new_p)
        q.append(new_q)
    x, weight = roots_genlaguerre(12, 2 * gamma - 2)
    r = x / (2 * lam)
    pol_p, pol_q = np.polynomial.Polynomial(p), np.polynomial.Polynomial(q)
    g, f = pol_p(r), pol_q(r)
    dp = (gamma - lam * r) * g + r * pol_p.deriv()(r)
    dq = (gamma - lam * r) * f + r * pol_q.deriv()(r)
    norm = np.sum(weight * r**2 * (g**2 + f**2))
    kinetic = 0.5 * np.sum(weight * (dp**2 + dq**2 + kappa*(kappa + 1)*g**2
                                     + kappa*(kappa - 1)*f**2)) / norm
    magnetic = -Z / (2*c) * np.sum(
        weight * (2*(f*dp - g*dq) + 2*kappa*g*f)) / norm
    return kinetic, magnetic


K_level, recoil_parts = {}, {}
for name, (n, kappa) in LEVELS.items():
    total = point_energy(n, kappa) + C**2
    K_level[name] = (C**4 - total**2) / (2 * C**2)
    recoil_parts[name] = recoil_expectation(n, kappa)
    assert abs(sum(recoil_parts[name]) / float(K_level[name]) - 1) < 1e-8

# Normal plus specific mass shift against an exact three-body spring model
spring, coupling, heavy = 1.0, 0.5, 1.0e4
fixed = np.array([[spring + coupling, -coupling],
                  [-coupling, spring + coupling]])
val, vec = np.linalg.eigh(fixed)
pp = 0.5 * vec @ np.diag(np.sqrt(val)) @ vec.T
full = np.zeros((3, 3))
full[1:, 1:] = fixed
full[0] = full[:, 0] = [2 * spring, -spring, -spring]
inv_root = np.diag([heavy**-0.5, 1.0, 1.0])
modes = np.sort(np.linalg.eigvalsh(inv_root @ full @ inv_root))[1:]
exact_spring = heavy * 0.5 * (np.sum(np.sqrt(modes)) - np.sum(np.sqrt(val)))
normal_spring, specific_spring = 0.5 * np.trace(pp), pp[0, 1]
assert abs((normal_spring + specific_spring) / exact_spring - 1) < 1e-3
assert abs(normal_spring / exact_spring - 1) > 0.05

# Lines: lower level -> common upper level
line = {s: [u - v for u, v in zip(coef[UPPER], coef[s])] for s in LOWER}
K_line = {s: K_level[UPPER] - K_level[s] for s in LOWER}
mu = [(1 / mp.mpf(a) - 1 / mp.mpf(ISOTOPES[0][0])) / U_IN_ME
      for a, _, _ in ISOTOPES[1:]]
to_ref = [mu[0] / m for m in mu]


def nuclei(scale, same_shape=False):
    """Isotopes with their differences from the first one scaled."""
    return [(R0 + scale * (r - R0), W0 if same_shape else W0 + scale*(w - W0))
            for _, r, w in ISOTOPES[1:]]


def field_shifts(lower, nucs):
    return [level_energy(UPPER, *x) - level_energy(UPPER, R0, W0)
            - level_energy(lower, *x) + level_energy(lower, R0, W0)
            for x in nucs]


def modified(lower, nucs):
    return [(f + K_line[lower] * m) * t
            for f, m, t in zip(field_shifts(lower, nucs), mu, to_ref)]


def off_chord(x, y):
    """Offset of the first point from the chord through the other two."""
    return y[0] - y[1] - (y[2] - y[1]) * (x[0] - x[1]) / (x[2] - x[1])


def predicted_deviation(first, second, nucs, last):
    x = modified(first, nucs)
    slope = line[second][0] / line[first][0]
    result = mp.mpf(0)
    for k in range(1, last):
        y = [(moment(2*k + 2, *nuc) - moment(2*k + 2, R0, W0)) * t
             for nuc, t in zip(nucs, to_ref)]
        result += (line[second][k] - slope*line[first][k]) * off_chord(x, y)
    return result


def full_deviation(first, second, nucs):
    return off_chord(modified(first, nucs), modified(second, nucs))


small = 1e-3
small_error = {}
for second in ["2s1/2", "2p1/2"]:
    direct = full_deviation("1s1/2", second, nuclei(small))
    formula = predicted_deviation("1s1/2", second, nuclei(small), N_MOMENTS)
    small_error[second] = float(abs(formula / direct - 1))
    assert small_error[second] < 0.01, (second, small_error[second])
    equal = full_deviation("1s1/2", second, nuclei(small, True))
    assert abs(equal / direct) < 0.05, (second, float(equal / direct))

print(f"Z = {Z}; c = {float(C):.6f} a.u.; 1 fm = {float(FM):.6e} bohr")
for a, r, w in ISOTOPES:
    print(f"A={a}: R={r:.2f} fm, w={w:.2f}, <r2>={float(moment(2, r, w)):.4f}"
          f" fm^2, <r4>={float(moment(4, r, w)):.3f} fm^4")
print(f"-V(0) = {float(-v_centre):.5e} Ha; -V(0)/c^2 = "
      f"{float(-v_centre / C**2):.3f}")
for name in LEVELS:
    f = coef[name]
    print(f"{name}: e={float(level_energy(name, R0, W0)):.6f} Ha, F="
          f"{float(f[0]):.5e} Ha/fm^2, G={float(f[1]):.5e} Ha/fm^4, "
          f"H={float(f[2]):.3e} Ha/fm^6")
for name in LOWER:
    print(f"{name} level: G/F = {float(coef[name][1]/coef[name][0]):.6e}"
          f" fm^-2; line G/F = {float(line[name][1]/line[name][0]):.6e} fm^-2")
for name in LEVELS:
    kin, mag = recoil_parts[name]
    print(f"{name} recoil*M: kinetic {kin:.3f}, magnetic {mag:.3f}, "
          f"K {float(K_level[name]):.3f} Ha*m_e")
print(f"spring model, shift*M: normal {normal_spring:.5f}, specific "
      f"{specific_spring:.5f}, exact {exact_spring:.5f} a.u.")
real = nuclei(1.0)
for name in LOWER:
    fs, mod = field_shifts(name, real), modified(name, real)
    for i in range(3):
        print(f"{name}-{UPPER}, 170->{ISOTOPES[i+1][0]}: mass "
              f"{float(K_line[name]*mu[i]):.6e}, field {float(fs[i]):.6e}, "
              f"modified {float(mod[i]):.8e} Ha")
terms = [line["1s1/2"][k] * (moment(2*k+2, *real[2]) - moment(2*k+2, R0, W0))
         for k in range(N_MOMENTS)]
full_fs = field_shifts("1s1/2", real)[2]
assert abs(sum(terms) / full_fs - 1) < 0.02
print("1s line, 170->176, moment terms r2, r4, r6: "
      + ", ".join(f"{float(t):.6e}" for t in terms[:3]) + " Ha")
print(f"  sum of all moments {float(sum(terms)):.6e} Ha, full field shift "
      f"{float(full_fs):.6e} Ha")
for second in ["2s1/2", "2p1/2"]:
    x, y = modified("1s1/2", real), modified(second, real)
    print(f"King {second} vs 1s: chord slope "
          f"{float((y[2]-y[1])/(x[2]-x[1])):.7f}, F ratio "
          f"{float(line[second][0]/line['1s1/2'][0]):.7f}")
    dev = full_deviation("1s1/2", second, real)
    print(f"  deviation: full {float(dev):.4e} Ha = "
          f"{float(dev)*HARTREE_EV:.4e} eV")
    print(f"  first order: r4 only "
          f"{float(predicted_deviation('1s1/2', second, real, 2)):.4e} Ha, "
          f"all moments "
          f"{float(predicted_deviation('1s1/2', second, real, N_MOMENTS)):.4e}"
          " Ha")
    same = full_deviation("1s1/2", second, nuclei(1.0, True))
    print(f"  equal-shape nuclei, full deviation {float(same):.4e} Ha")
    print(f"  differences scaled by {small}: relative error of prediction "
          f"{small_error[second]:.2e}")
for charge, radius in [(20, 4.5), (50, 6.0), (70, 6.8)]:
    r_b = radius * FM
    part = mp.mpf(3) / 7 * s_ratio(3 * charge / (2 * r_b)) * r_b**2
    print(f"uniform sphere Z={charge}, R={radius} fm: r4 term / r2 term = "
          f"{100*float(part):.3f} % (s level, binding neglected)")
print(f"largest relative error of moment formula: {worst_moment:.1e}")
print("OK")
```

Output:

```
Z = 70; c = 137.035999 a.u.; 1 fm = 1.889726e-05 bohr
A=170: R=6.80 fm, w=0.00, <r2>=27.7440 fm^2, <r4>=916.345 fm^4
A=172: R=6.82 fm, w=0.05, <r2>=28.0623 fm^2, <r4>=935.174 fm^4
A=174: R=6.86 fm, w=0.00, <r2>=28.2358 fm^2, <r4>=949.117 fm^4
A=176: R=6.92 fm, w=0.05, <r2>=28.8912 fm^2, <r4>=991.241 fm^4
-V(0) = 8.17112e+05 Ha; -V(0)/c^2 = 43.512
1s1/2: e=-2634.137654 Ha, F=2.29771e-02 Ha/fm^2, G=-2.06603e-05 Ha/fm^4, H=5.457e-08 Ha/fm^6
2s1/2: e=-670.576211 Ha, F=3.63767e-03 Ha/fm^2, G=-3.28616e-06 Ha/fm^4, H=8.675e-09 Ha/fm^6
2p1/2: e=-670.681973 Ha, F=2.11475e-04 Ha/fm^2, G=-1.82630e-07 Ha/fm^4, H=4.852e-10 Ha/fm^6
2p3/2: e=-622.828509 Ha, F=0.00000e+00 Ha/fm^2, G=7.57983e-11 Ha/fm^4, H=-7.742e-14 Ha/fm^6
1s1/2 level: G/F = -8.991702e-04 fm^-2; line G/F = -8.991735e-04 fm^-2
2s1/2 level: G/F = -9.033703e-04 fm^-2; line G/F = -9.033912e-04 fm^-2
2p1/2 level: G/F = -8.636018e-04 fm^-2; line G/F = -8.639602e-04 fm^-2
1s1/2 recoil*M: kinetic 4517.384, magnetic -2067.384, K 2450.000 Ha*m_e
2s1/2 recoil*M: kinetic 1076.604, magnetic -417.892, K 658.712 Ha*m_e
2p1/2 recoil*M: kinetic 864.634, magnetic -205.922, K 658.712 Ha*m_e
2p3/2 recoil*M: kinetic 670.150, magnetic -57.650, K 612.500 Ha*m_e
spring model, shift*M: normal 0.60355, specific -0.10355, exact 0.49998 a.u.
1s1/2-2p3/2, 170->172: mass 6.894771e-05, field -6.966216e-03, modified -6.89726876e-03 Ha
1s1/2-2p3/2, 170->174: mass 1.363104e-04, field -1.070077e-02, modified -5.34365218e-03 Ha
1s1/2-2p3/2, 170->176: mass 2.021422e-04, field -2.495880e-02, modified -8.44413146e-03 Ha
2s1/2-2p3/2, 170->172: mass 1.733979e-06, field -1.102609e-03, modified -1.10087469e-03 Ha
2s1/2-2p3/2, 170->174: mass 3.428097e-06, field -1.693661e-03, modified -8.54943159e-04 Ha
2s1/2-2p3/2, 170->176: mass 5.083711e-06, field -3.950339e-03, modified -1.34566850e-03 Ha
2p1/2-2p3/2, 170->172: mass 1.733979e-06, field -6.424313e-05, modified -6.25091488e-05 Ha
2p1/2-2p3/2, 170->174: mass 3.428097e-06, field -9.870873e-05, modified -4.81942724e-05 Ha
2p1/2-2p3/2, 170->176: mass 5.083711e-06, field -2.302357e-04, modified -7.67960407e-05 Ha
1s line, 170->176, moment terms r2, r4, r6: -2.636024e-02, 1.547397e-03, -2.201873e-04 Ha
  sum of all moments -2.501301e-02 Ha, full field shift -2.495880e-02 Ha
King 2s1/2 vs 1s: chord slope 0.1582740, F ratio 0.1583172
  deviation: full -3.4373e-08 Ha = -9.3534e-07 eV
  first order: r4 only -3.4390e-08 Ha, all moments -2.8448e-08 Ha
  equal-shape nuclei, full deviation 5.3441e-09 Ha
  differences scaled by 0.001: relative error of prediction 2.44e-04
King 2p1/2 vs 1s: chord slope 0.0092250, F ratio 0.0092037
  deviation: full 1.7160e-08 Ha = 4.6694e-07 eV
  first order: r4 only 1.6692e-08 Ha, all moments 1.3800e-08 Ha
  equal-shape nuclei, full deviation -2.8781e-09 Ha
  differences scaled by 0.001: relative error of prediction 2.85e-04
uniform sphere Z=20, R=4.5 fm: r4 term / r2 term = -0.529 % (s level, binding neglected)
uniform sphere Z=50, R=6.0 fm: r4 term / r2 term = -3.096 % (s level, binding neglected)
uniform sphere Z=70, R=6.8 fm: r4 term / r2 term = -5.977 % (s level, binding neglected)
largest relative error of moment formula: 8.8e-07
OK
```
